Electron Energy Loss Beside a Metal Sphere: Multipole Modes and Distance, part 2

How far from a sphere should an electron beam pass, and at which multipole order l may the loss sum stop? A neutral sphere of radius a and local relative permittivity ε(ω) is centred at the origin in vacuum. The electron (charge −e) moves at constant speed v along r_e(t) = (b, 0, vt), b > a. Fields are quasistatic, units SI, and q = ω/v.

For r < r_e, with polar angles θ, φ about z,

1/|r − r_e| = Σ_{l≥0} Σ_{m=0}^{l} C_lm (r^l/r_e^{l+1}) P_l^m(cos θ) P_l^m(cos θ_e) cos mφ,

C_lm = (2 − δ_{m0}) (l − m)!/(l + m)!. (2)

For r > a the induced potential is

Φ_ind(r,ω) = (e/4πε₀) Σ_lm C_lm γ_l a^{2l+1} S_lm(ω) M_lm(r) cos mφ, (14)

where M_lm(r) = P_l^m(cos θ)/r^{l+1}, S_lm(ω) = ∫ dt e^{iωt} M_lm(r_e(t)) and

γ_l = l(ε − 1)/(lε + l + 1). (12)

At distance ρ from the z axis, I(ρ) = ∫ dz e^{iqz}/√(ρ² + z²) obeys I″ + I′/ρ − q²I = 0 for ρ > 0. The solution is

I(ρ) = 2K_0(qρ), (8)

where the modified Bessel functions are

K_m(x) = ∫₀^∞ dt e^{−x cosh t} cosh mt. (9)

The mean number of quanta lost per unit angular frequency is

Γ(ω) = [e²a/(π²ε₀ħv²)] Σ_{l≥1} W_l(ω) Im γ_l(ω), (17)

W_l(ω) = Σ_{m=0}^{l} (2 − δ_{m0})/[(l − m)!(l + m)!] (ωa/v)^{2l} K_m²(ωb/v). (18)

For a Drude metal with plasma frequency ω_p and damping rate η,

γ_l = ω_l²/(ω_l² − ω² − iωη), ω_l = ω_p √(l/(2l + 1)). (19)

For weak damping, near ω_l, with x = ω − ω_l in this formula only,

Im γ_l ≈ ω_l³η/(4ω_l²x² + ω_l²η²) = (ω_l/2) (η/2)/(x² + η²/4). (20)

The line strength, a mean number of quanta, is

P_l = [e²aω_l/(2πε₀ħv²)] W_l(ω_l). (21)

This P_l is not the Legendre function P_l^m. The number of quanta is Poisson-distributed with mean N = Σ_l P_l, so a single quantum is lost with probability Ne^{−N}.

**How the loss falls with distance**

The length v/ω has a direct meaning. An electron at distance b produces a pulse lasting about b/v at the sphere, and such a pulse has little strength at frequencies far above v/b. To make this quantitative, consider large x in (9). The exponential confines t to small values, where cosh t ≈ 1 + t²/2. The integral is then Gaussian with mean square t² of 1/x:

K_m(x) ≈ √(π/2x) e^{−x}, for x ≫ 1 and x ≫ m². (22)

The second condition comes from cosh mt ≈ 1 + m²t²/2, whose correction is of relative size m²/(2x).

The amplitude K_m thus decays asymptotically over v/ω. The loss contains K_m², and decays over half that length. Including the factor 1/x in K_m², the local decay length of a line is

L_l = −P_l/(dP_l/db) → 1/(2q_l + 1/b), q_l = ω_l/v. (23)

At any distance there is a bound. Differentiating (9) gives −K_m′ = ∫₀^∞ dt cosh t e^{−x cosh t} cosh mt. Since cosh t > 1 except at t = 0, this exceeds K_m. Each term of W_l thus has a logarithmic slope steeper than −2q_l, and a sum of positive terms has a slope that is their weighted mean. Therefore

L_l < v/(2ω_l) (24)

for every l and b within the quasistatic model; retardation can break this bound, as the last section shows. The same reasoning at fixed frequency applies to Γ(ω) itself. An estimate that uses e^{−ωb/v} for the signal is too slow by a factor of two in the exponent, and an estimate that uses e^{−2ωb/v} still understates the fall.

In the opposite limit, qb ≪ 1, the decay is not exponential. For m ≥ 1 and small x, large t dominates (9), where both hyperbolic cosines are half an exponential. With s = xe^t/2,

K_m(x) ≈ ½ ∫₀^∞ (ds/s) (2s/x)^m e^{−s} = ½ (m − 1)! (2/x)^m. (25)

The term with index m in W_l then scales as (qa)^{2l}(qb)^{−2m} = (a/b)^{2l}(qb)^{2(l−m)}, with a squared logarithm in addition for m = 0. The term m = l survives:

W_l ≈ {[(l − 1)!]² 4^l/[2(2l)!]} (a/b)^{2l}. (26)

The speed has dropped out of W_l. The electron passes so quickly that the sphere receives a sudden kick. The multipole function on the path is of order b^{−(l+1)} and acts for a time of about b/v, so the kick scales as b^{−l}/v and its square as b^{−2l}/v². The factor 1/v² sits in the prefactor of (17). Finite differences at qb = 0.01 were tested against the exponent −2l for l = 1, 2 and 3, and agree within 0.003.

**Where to stop the multipole sum**

At fixed x and large m, the integrand of (9) peaks where x sinh t ≈ m. This lies at large t, so (25) holds there too. At fixed qb and large l, the term m = l dominates again. By (25), the term m = l − 1 is smaller by a factor of about 2l × (qb/2l)² = (qb)²/(2l), and terms of lower m are smaller still. Equation (26) therefore holds to leading order in 1/l. Stirling's formula gives 4^l(l!)²/(2l)! → √(πl), and [(l − 1)!]² = (l!)²/l², so

W_l → (√π/2) l^{−3/2} (a/b)^{2l}. (27)

The sum converges geometrically for b > a. To bring the factor (a/b)^{2l} down to a small value δ, take

l_max ≈ ln(1/δ)/[2 ln(b/a)]. (28)

This estimate ignores the helpful factor l^{−3/2}. It applies when (27) holds, and for that l_max must be well above qb. The first correction to (25) lowers K_l² by a relative amount of about (qb)²/(2l), which cancels the term m = l − 1 at leading order; for qb from 5 to 20, W_l lies within 8 per cent of (27) at l = 3qb and within 3 per cent at l = 5qb. When the gap b − a is small, 2 ln(b/a) ≈ 2(b − a)/a, and the estimate grows as a/(b − a). For the weights W_l alone it is then too cautious, because it leaves out the factor l^{−3/2}. That factor makes the sum converge even at b = a, but slowly: by (27) the part beyond l_max then falls only as l_max^{−1/2}, so an accuracy of one per cent in the sum of the weights W_l takes thousands of multipoles. For a sphere of a few nanometres, a/l is by then far below atomic size, and the local permittivity no longer applies. The spectrum also contains Im γ_l, so the order needed depends on the frequency. For the sphere and electron of the worked case below, at b = a and with ħη = 0.3 eV, one per cent accuracy in Γ takes 11 multipoles at the dipole energy, about 190 at the quadrupole energy and about 9 × 10⁴ at ω_p/√2. Near ω_p/√2 the high multipoles are the resonant ones, and (28) can give too few: for δ = 0.01, b = 1.1a and ħη = 0.05 eV it gives 24 where 28 are needed. Evaluated at l = 60 with qa = 0.5 and qb = 0.7, W_l differs from (27) by 0.2 per cent.

**A worked case**

Take a model sphere with ħω_p = 10 eV and a = 5 nm, and a 20 keV electron at b = 7 nm, 2 nm from the surface. The speed is 8.150 × 10⁷ m/s. The dipole mode lies at 5.774 eV, for which v/ω_1 = 9.292 nm. The two arguments are

ω_1a/v = 5/9.292 = 0.5381, ω_1b/v = 7/9.292 = 0.7533.

With K_0 = 0.6074 and K_1 = 0.9433 at the second argument,

W_1 = 0.5381² × (0.6074² + 0.9433²) = 0.2896 × 1.2587 = 0.3645.

The factor in front of W_1 in (21) is 0.02889, so P_1 = 0.02889 × 0.3645 = 0.01053. About one electron in a hundred excites the dipole mode. The first five lines are:

l = 1: 5.774 eV, P = 1.053 × 10⁻²
l = 2: 6.325 eV, P = 3.19 × 10⁻³
l = 3: 6.547 eV, P = 8.59 × 10⁻⁴
l = 4: 6.667 eV, P = 2.71 × 10⁻⁴
l = 5: 6.742 eV, P = 9.7 × 10⁻⁵

The sum up to l = 40 is 0.01501. The dipole supplies 70 per cent of it, the first three lines 97 per cent, and the first five all but 0.4 per cent. The ratio P_5/P_4 is 0.36. Equation (27) gives (4/5)^{3/2}(5/7)² = 0.37 for the ratio of the weights W_l, which the factor ω_l in (21) raises by only 1 per cent, so the asymptotic falloff is already a good guide here. Because N = 0.015, the difference between N and the single-quantum probability Ne^{−N} is about 1.5 per cent of N.

The mean energy loss is 0.0895 eV per electron. This is far below any single quantum because most electrons lose nothing. Divided by N it gives 5.96 eV per quantum, between the dipole energy and the flat-surface limit of 7.07 eV.

With a damping of ħη = 0.3 eV, the lines overlap. By (20), a line contributes 2P_l/(πħη) at its own centre, which for the dipole is 0.0223 per eV. The full spectrum there is 0.0229 per eV, and the Lorentzian tails of the other lines account for the difference. At 6.325 eV the quadrupole's own contribution is 0.0068 per eV out of 0.0089 per eV, so about a quarter of the signal at that energy belongs to other multipoles. Reading the quadrupole strength directly from the height of the spectrum would give a value about 30 per cent above P_2. At 10 eV the spectrum is down to 2.9 × 10⁻⁵ per eV. It was tested to fall steadily through the values at 9.5, 10 and 10.5 eV, as the absence of a bulk line requires.

**Moving the beam outwards**

The dipole and quadrupole strengths and the local decay length of the dipole are:

b = 7 nm: P_1 = 1.05 × 10⁻², P_2 = 3.19 × 10⁻³, L_1 = 2.51 nm
b = 10 nm: P_1 = 3.54 × 10⁻³, P_2 = 7.38 × 10⁻⁴, L_1 = 2.98 nm
b = 20 nm: P_1 = 1.85 × 10⁻⁴, P_2 = 2.22 × 10⁻⁵, L_1 = 3.69 nm
b = 40 nm: P_1 = 1.18 × 10⁻⁶, P_2 = 8.1 × 10⁻⁸, L_1 = 4.14 nm

All the decay lengths lie below v/(2ω_1) = 4.65 nm, as (24) demands, and approach it slowly. At 40 nm, (23) gives 4.16 nm. Between 7 and 40 nm the dipole strength falls by a factor of about 8900. The factor e^{−2ω_1b/v} alone would give about 1200, and e^{−ω_1b/v} about 35. A decision about beam position based on v/ω_1 as the decay length of the signal would therefore be badly misled.

Retreating from 7 to 10 nm costs a factor of 3.0 in the dipole line and 4.3 in the quadrupole line. In this example distance acts as a filter: the ratio P_2/P_1 falls from 0.30 at 7 nm to 0.07 at 40 nm. Two effects are at work. At a fixed frequency, (22) gives W_2/W_1 → (qa)²/3 at large distance, a constant that is small when qa is small. The two lines, however, lie at different frequencies, and the higher one decays faster. The ratio P_2/P_1 therefore keeps falling, at large distance as e^{−2(ω_2 − ω_1)b/v}, with a decay length of about 49 nm in this example. A slower electron raises the constant (qa)²/3 but shortens this decay length. It can therefore raise the ratio at moderate distances, but lowers it far enough out.

**Where the result fails**

The first limit is retardation. In the example (v/c)² = 0.074 and ω_1a/c = 0.146, both small but not negligible if percent accuracy is wanted. For distant beams the condition is stricter. The full wave equation for the electron's scalar potential in the Lorenz gauge contains −(1/c²)∂_t², which under the time transform becomes +ω²/c². The equation that led to (8) then has q² replaced by

κ² = ω²/v² − ω²/c² = q²(1 − v²/c²).

The square of the driving field decays as e^{−2κb} in place of e^{−2qb}. Since q − κ ≈ qv²/(2c²), the exponents differ by (ωb/v)(v/c)², and this product must be small. For the dipole line it is 0.06 at b = 7 nm but 0.32 at 40 nm, where the quasistatic exponential is too small by a factor of about 1.4. With the retarded field driving the same dipole, the prefactors change too, and the line strength rises by a factor of 1.29 at 40 nm and 1.01 at 7 nm. The last row above is therefore a value of the quasistatic model, good for the order of magnitude. At the 100 to 300 keV common in electron microscopes (v/c)² is 0.30 to 0.60, outside the quasistatic regime. The decay length then tends to 1/(2κ), which is larger than v/(2ω), and the bound (24) fails for distant beams: at 200 keV and b = 80 nm the retarded field gives a dipole decay length of 13.4 nm against v/(2ω_1) = 11.9 nm.

The second limit is the local permittivity with a sharp boundary. A multipole of order l varies over a length of order a/l, and a close beam excites many of them. In a real metal the induced charge occupies a layer of finite depth at the surface, which (12) neglects. The resulting error grows as a/l shrinks towards that depth, and it can matter while a/l is still several times larger. Adding more multipoles does not remove it.

Third, the geometry is that of one isolated sphere. A support or a neighbouring particle couples different values of l, and (12) then ceases to be a separate factor for each multipole. A path that enters the sphere needs a separate derivation, because the expansion (2) and the outer field (14) both assume that the electron stays outside.

The numerical output that follows lists the values used here with further digits.

Calculated quantities

```
plasma energy 10.0 eV, damping 0.3 eV
radius a 5.0 nm, impact parameter b 7.0 nm
kinetic energy 20.0 keV
speed v 8.1503e+07 m/s, v/c 0.2719, (v/c)^2 0.0739
omega_1 a/c 0.1463
omega_1 a/v 0.5381, omega_1 b/v 0.7533
K_0 0.6074, K_1 0.9433 at omega_1 b/v
W_1 0.3645
prefactor of W_1 0.02889
v/omega_1 9.292 nm, v/(2 omega_1) 4.646 nm
l=1: energy 5.7735 eV, P_l 1.0529e-02
l=2: energy 6.3246 eV, P_l 3.1890e-03
l=3: energy 6.5465 eV, P_l 8.5884e-04
l=4: energy 6.6667 eV, P_l 2.7105e-04
l=5: energy 6.7420 eV, P_l 9.7247e-05
flat-surface limit energy 7.0711 eV
sum of P_l to l=40: 1.5009e-02
mean energy loss 8.9481e-02 eV
spectrum at 5.774 eV: 2.2898e-02 per eV
spectrum at 6.325 eV: 8.8840e-03 per eV
spectrum at 7.071 eV: 7.8093e-04 per eV
spectrum at 10.000 eV: 2.8679e-05 per eV
b=7 nm: P_1 1.053e-02, P_2 3.189e-03, decay length of P_1 2.513 nm
b=10 nm: P_1 3.544e-03, P_2 7.379e-04, decay length of P_1 2.976 nm
b=20 nm: P_1 1.848e-04, P_2 2.218e-05, decay length of P_1 3.692 nm
b=40 nm: P_1 1.179e-06, P_2 8.103e-08, decay length of P_1 4.138 nm
test: largest Fourier-integral error 9.8e-12
test: grid mode l=1 5.7735 eV
test: grid mode l=2 6.3245 eV
test: grid mode l=3 6.5464 eV
test permittivity -2.2 + 1.0i at 6.0 eV
test: grid loss 3.93970e-03 per eV
test: series loss 3.93949e-03 per eV
test: l=1 part of series 3.24628e-03 per eV
test: dipole energy in time 6.07918e-02 eV
test: hbar omega_1 P_1 6.07918e-02 eV
test: integrated/P_l, l=1: 0.99985
test: small-b power of W_l, l=1: -1.9974
test: integrated/P_l, l=2: 0.99986
test: small-b power of W_l, l=2: -3.9999
test: integrated/P_l, l=3: 0.99990
test: small-b power of W_l, l=3: -6.0000
test: far decay length times (2q+1/b) 0.99986
test: W_60 over its large-l form 1.00216
```
